# First-Layer Coverage from Random Nucleation and Constant Circular Island Growth

**Q:** Islands one atomic layer high appear at random on a bare crystal surface and spread until they merge. You want a formula for the covered fraction $\theta(t)$. Islands collide in complicated patterns, so I doubt that there is a simple one. What are you assuming?

**A:** The substrate is flat, much larger than any island, and bare at $t=0$. Nuclei appear independently, with the same probability everywhere on the bare part, at a constant rate $I$ per unit bare area and unit time (m$^{-2}$ s$^{-1}$). A nucleus has negligible initial size. Its edge then advances as a circle at a constant radial speed $v$ (m/s), the same for all islands. Where two edges meet, both stop; elsewhere they continue. Islands do not move, shrink or evaporate. What grows on top of them does not matter here, provided that it leaves $I$ and $v$ unchanged.

**Q:** Then add up the island areas. An island born at time $s$ has radius $v(t-s)$ at time $t$, and islands are born at rate $I$.

**A:** That sum is useful, but it is not the coverage. Call it the extended coverage $X$:

$$X(t)=\int_0^t I\,\pi v^2(t-s)^2\,ds .$$

With the age $\tau=t-s$ we have $ds=-d\tau$, and the limits $s=0,\,t$ become $\tau=t,\,0$. Reversing the limits removes the minus sign:

$$X(t)=\pi I v^2\int_0^t\tau^2\,d\tau=\frac{\pi I v^2t^3}{3}\equiv k t^3,\qquad k=\frac{\pi I v^2}{3}.$$

The unit of $k$ is m$^{-2}$ s$^{-1}\cdot$ m$^2$ s$^{-2}$ = s$^{-3}$, so $X$ is a pure number. It grows without limit, whereas a covered fraction cannot exceed 1. The sum has two faults: it counts overlapping areas more than once, and it lets nuclei form at rate $I$ on the whole surface, including the covered part.

**Q:** There is a third fault. You use full discs, but a real island is stopped by its neighbours. Could an obstacle not cast a shadow, a region that the full disc covers and the real island never reaches?

**A:** The island may fail to reach that region, but then another island has covered it in time. Let nucleus $i$ be born at position $\mathbf r_i$ and time $t_i$. Growing freely, it would reach a point $\mathbf x$ at

$$T_i(\mathbf x)=t_i+\frac{|\mathbf x-\mathbf r_i|}{v}.$$

A real island cannot arrive earlier, because no path is shorter than the straight one. Let $i$ be the nucleus with the smallest $T_i(\mathbf x)$. Suppose that its straight path to $\mathbf x$ were blocked at a point $\mathbf y$, because island $j$ got there first. Then $T_j(\mathbf y)<T_i(\mathbf y)$. Adding the travel time from $\mathbf y$ to $\mathbf x$ to both sides gives

$$t_j+\frac{|\mathbf y-\mathbf r_j|+|\mathbf x-\mathbf y|}{v}<t_i+\frac{|\mathbf y-\mathbf r_i|+|\mathbf x-\mathbf y|}{v}.$$

On the right, $\mathbf y$ lies on the segment from $\mathbf r_i$ to $\mathbf x$, so the two lengths add to $|\mathbf x-\mathbf r_i|$ and the right side is $T_i(\mathbf x)$. On the left, the triangle inequality makes the two lengths at least $|\mathbf x-\mathbf r_j|$, so the left side is at least $T_j(\mathbf x)$. Hence $T_j(\mathbf x)<T_i(\mathbf x)$, which contradicts the choice of $i$. The winning path is open, and $\mathbf x$ is covered at the smallest of the free arrival times. The covered region is therefore the union of the freely growing discs of the real nuclei.

**Q:** The second fault remains. Real nuclei form only on bare substrate, so where they can appear depends on all the earlier ones. They are not independent points.

**A:** Add fictitious nuclei, called phantoms, on the covered area, also at rate $I$, and let their discs grow at speed $v$. The combined birth rate is then $I$ everywhere, whatever has happened before. Real nuclei and phantoms together form a uniform Poisson process: births in separate cells of area and time are independent.

**Q:** You have made the statistics easy by changing the problem. Why should phantoms not enlarge the covered region?

**A:** A phantom is born at $(\mathbf r_p,t_p)$ inside the disc of some real nucleus, say number 1. Being inside means

$$|\mathbf r_p-\mathbf r_1|\le v(t_p-t_1).$$

For any point $\mathbf x$, the triangle inequality followed by this condition gives

$$T_1(\mathbf x)\le t_1+\frac{|\mathbf r_p-\mathbf r_1|}{v}+\frac{|\mathbf x-\mathbf r_p|}{v}\le t_p+\frac{|\mathbf x-\mathbf r_p|}{v}=T_p(\mathbf x).$$

The phantom never arrives before the real island that contains it, so its disc stays inside that island's disc.

Two assumptions do their work here. If the phantom's disc grew faster than its host, it would eventually emerge. If nuclei had a finite initial radius $r_0$, a phantom born just inside an edge would stick out at once. This step therefore needs a phantom no faster than its host, and $r_0$ much smaller than the island radii at which the coverage becomes appreciable. The earlier step on shadows needs equal speeds, because a slow island can block a fast one.

**Q:** Granted. How do you get from independent births to the coverage?

**A:** Ask when a given point $\mathbf x$ is still bare at time $t$. No nucleus, real or phantom, may have been born at any time $s<t$ within the distance $v(t-s)$. In space and time this forbidden region is a cone with its tip at $(\mathbf x,t)$. Divide the cone into small cells $dA\,ds$. Each contains a birth with probability $\varepsilon=I\,dA\,ds$, up to terms of higher order. The cells are independent, so the probabilities of finding them empty multiply:

$$P_{\text{bare}}=\prod_{\text{cells}}(1-\varepsilon),\qquad \ln P_{\text{bare}}=\sum_{\text{cells}}\ln(1-\varepsilon)=-\sum_{\text{cells}}\varepsilon+O\Big(\sum_{\text{cells}}\varepsilon^2\Big).$$

The sum of $\varepsilon^2$ is at most the largest $\varepsilon$ times $\sum\varepsilon$, and it vanishes as the cells shrink. The sum of $\varepsilon$ becomes the integral of $I$ over the cone. At time $s$ the cross-section of the cone has area $\pi v^2(t-s)^2$, so this integral is the $X(t)$ found above. Hence $P_{\text{bare}}=e^{-X}$, and

$$\boxed{\theta(t)=1-\exp\!\left(-\frac{\pi I v^2t^3}{3}\right)}$$

**Q:** That is the probability for one point. Why is it the covered fraction of one actual surface?

**A:** Averaging the probability over all points of an area $A$ gives the expected covered fraction. To see how far one surface can deviate, compare two points. If they are more than $2vt$ apart, their cones do not overlap, and their states are independent. For closer points the covariance is at most $1/4$, the largest variance of a quantity that is either 0 or 1. Each point has such neighbours within an area $\pi(2vt)^2$, so

$$\operatorname{Var}(\theta_A)\le\frac{1}{A}\cdot\pi(2vt)^2\cdot\frac14=\frac{\pi v^2t^2}{A}.$$

At fixed $t$ the fluctuation vanishes as $A$ grows. Near the rim of a finite substrate part of the cone is missing, and the coverage is lower in a strip of width $vt$. The strip must be a small part of the whole.

**Q:** What does $X$ mean once it exceeds 1?

**A:** It is the mean number of discs, phantoms included, lying over a point. This number is a sum over independent cells, each with mean $\varepsilon$ and variance $\varepsilon(1-\varepsilon)$. As the cells shrink, mean and variance both tend to $X$, as for any Poisson-distributed number. The bare fraction is the probability that the number is zero.

At short times the exponential can be expanded:

$$\theta=X-\frac{X^2}{2}+\dots$$

Your sum of island areas is thus the leading term, valid while $X\ll1$. Differentiating the full result gives

$$\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=(1-\theta)\,\pi I v^2t^2 .$$

The factor $\pi Iv^2t^2$ is $v$ times the total perimeter of the free discs per unit area, because $\int_0^t I\,2\pi v(t-s)\,ds=\pi Ivt^2$. The factor $1-\theta$ is the fraction of this perimeter that still faces bare substrate.

**Q:** Does the power $t^3$ come from the circular growth?

**A:** Only two of the three powers do. The third comes from continuing nucleation. Suppose that nucleation stops at a time $t_n$. For $t>t_n$ the integral over birth times ends there:

$$X=\pi I v^2\int_0^{t_n}(t-s)^2ds=\frac{\pi I v^2}{3}\left[t^3-(t-t_n)^3\right].$$

Expanding the cube gives $t^3-(t-t_n)^3=3t^2t_n-3t\,t_n^2+t_n^3$. For $t\gg t_n$ the first term dominates, and with $N_0=It_n$

$$X\simeq\pi N_0v^2t^2,\qquad \theta\simeq1-\exp(-\pi N_0v^2t^2).$$

This is the limit of a short initial burst that leaves $N_0$ nuclei per unit area. A plot of $\ln[-\ln(1-\theta)]$ against $\ln t$ has slope 3 for continuing nucleation and slope 2 in the burst limit.

**Q:** Let me see numbers. Take $I=1.0\times10^{12}$ m$^{-2}$ s$^{-1}$ and $v=1.0\times10^{-8}$ m/s.

**A:** These are round model parameters, not those of a particular material. They give

$$k=\frac{\pi(1.0\times10^{12})(1.0\times10^{-8})^2}{3}\ \text{s}^{-3}=1.0472\times10^{-4}\ \text{s}^{-3}.$$

At 20 s, $X=1.0472\times10^{-4}\times20^3=0.838$ and $\theta=1-e^{-0.838}=0.567$. The extended coverage $X$ already exceeds the true coverage by almost half of the latter.

Half coverage requires $e^{-kt^3}=1/2$, so

$$t_{1/2}=\left(\frac{\ln2}{k}\right)^{1/3}=\left(\frac{0.6931}{1.0472\times10^{-4}}\right)^{1/3}\text{s}=18.8\ \text{s}.$$

The oldest islands then have a free radius $vt_{1/2}=1.88\times10^{-7}$ m.

The surface is covered fastest where the derivative of $3kt^2e^{-kt^3}$ vanishes:

$$3k\,e^{-kt^3}\left(2t-3kt^4\right)=0\quad\Rightarrow\quad t^3=\frac{2}{3k}.$$

The rate is zero at $t=0$ and tends to zero at long times, so this single stationary point at $t>0$ is the maximum. There $X=2/3$ and $\theta=1-e^{-2/3}=0.487$, whatever $I$ and $v$ are. In the example it occurs at 18.5 s, with a rate of 0.0554 s$^{-1}$. Earlier the edges are too short; later too little of them is free.

**Q:** I would trust this more if someone had grown the islands without phantoms.

**A:** A simulation did so on a periodic square of side $5.0\times10^{-6}$ m, accepting a nucleus only if its site was bare and taking the covered region as the union of the free discs of the accepted nuclei. The averages over 80 runs are:

| $t$ (s) | $X$ | $\theta$, formula | $\theta$, simulated | standard error |
|---|---|---|---|---|
| 10 | 0.105 | 0.0994 | 0.0994 | 0.0014 |
| 15 | 0.353 | 0.2977 | 0.2971 | 0.0024 |
| 20 | 0.838 | 0.5673 | 0.5671 | 0.0034 |
| 25 | 1.636 | 0.8053 | 0.8053 | 0.0030 |
| 30 | 2.827 | 0.9408 | 0.9419 | 0.0017 |

All five differences are smaller than one standard error. The geometric arguments were tested separately. Adding the phantoms changed no arrival time at the sampled points, and at none of the 3600 points checked along winning paths did another island have an earlier free arrival time. With phantoms included, the number of discs over a point at 20 s had mean $0.837\pm0.007$ and variance $0.833\pm0.009$, against the predicted 0.838 for both. The numerical output gives the remaining details.

**Q:** How many nuclei does the finished layer contain? Surely not $I$ times the duration.

**A:** No, because nucleation in this layer dies out with the bare area. Per unit total area its rate is $I(1-\theta)$, so the final density of nucleation events is

$$N=I\int_0^\infty e^{-kt^3}dt .$$

Put $u=kt^3$. Then $t=(u/k)^{1/3}$ and $dt=\tfrac13k^{-1/3}u^{-2/3}du$, which gives

$$N=Ik^{-1/3}\,\frac13\int_0^\infty u^{-2/3}e^{-u}du=Ik^{-1/3}\,\frac13\Gamma\!\left(\tfrac13\right)=Ik^{-1/3}\,\Gamma\!\left(\tfrac43\right).$$

The last step uses $z\Gamma(z)=\Gamma(z+1)$. Since $k^{-1/3}=(3/\pi)^{1/3}I^{-1/3}v^{-2/3}$,

$$N=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac Iv\right)^{2/3}=0.879\left(\frac Iv\right)^{2/3}.$$

Faster nucleation gives more nuclei; faster spreading gives fewer, because it removes bare area sooner. In the example $I/v=1.0\times10^{20}$ m$^{-3}$ and $N=1.89\times10^{13}$ m$^{-2}$. The simulation gave $(1.897\pm0.008)\times10^{13}$ m$^{-2}$, in agreement. The corresponding length is $N^{-1/2}=2.30\times10^{-7}$ m, or 230 nm. Note that $N$ counts births. The number of separate islands is smaller once they coalesce.

**Q:** So the film grows layer by layer?

**A:** The formula does not say so. It describes the first layer and is silent about what stands on it. Suppose that nuclei also form on top of islands at the same rate $I$ per unit area. The events we called phantoms then become real nuclei of the second and higher layers. Up to 50 s, the total number of births per unit area is $It=5.0\times10^{13}$ m$^{-2}$. By then the first layer is practically complete and has used $1.89\times10^{13}$ m$^{-2}$ of them. The remaining fraction, $1-1.89/5.0=0.62$, lies on covered area, and the simulation found the same share. This share includes births after the first layer has closed. Upper layers nevertheless start well before that, because every island can receive nuclei as soon as it has spread. In ideal layer-by-layer growth each layer is almost complete before the next begins. That requires very little nucleation on the islands until then, which is a separate condition.

**Q:** My last doubt concerns the supply. In a deposition chamber the beam delivers a constant flux. Can $I$ and $v$ then be constant?

**A:** Not in general. Constant $I$ and $v$ require a maintained supersaturation, for example an adatom density held steady by rapid exchange with a vapour. Consider the opposite case: every deposited atom stays, goes into the first layer, and spends negligible time as an adatom. Conservation then gives $d\theta/dt=F$, where $F$ is the flux in monolayers per unit time. The coverage rises linearly until the layer is full, which contradicts the law derived here.

If atoms may be stored on the surface for a while, conservation still sets a bound. Suppose first that the surface carries no adatoms at $t=0$. The first layer cannot contain more than has arrived since then, so $\theta(t)\le Ft$ at all times, and $F$ must be at least the maximum of $\theta/t$. At that maximum

$$\frac{d}{dt}\frac{\theta}{t}=0\quad\Rightarrow\quad t\frac{d\theta}{dt}=\theta\quad\Rightarrow\quad 3kt^3e^{-kt^3}=1-e^{-kt^3}.$$

With $u=kt^3$, multiplication by $e^u$ gives $e^u=1+3u$. The difference $e^u-1-3u$ is convex, vanishes at $u=0$ and starts downwards with slope $-2$, so it has one positive root, $u=1.904$. Because $\theta/t$ tends to zero at both short and long times, this root is the maximum. In the example it lies at $t=26.3$ s with $\theta=0.851$, so

$$F\ge\frac{0.851}{26.3\ \text{s}}=0.0324\ \text{monolayers/s}.$$

This condition is necessary, not sufficient. At equality every atom delivered by 26.3 s would have to be in the first layer, with no adatoms left to sustain nucleation and growth. Constant $I$ and $v$ from the start also require adatoms that are already present at $t=0$, and their density on the bare surface may not fall. If all adatoms stored on the surface, including those on top of islands, remain a negligible fraction of a monolayer, they can add almost nothing to the first layer. The supply must then keep up with the fastest covering, so $F$ must be at least about 0.055 monolayers/s in the example. A larger store can lower this value.

**Q:** And if the flux is ample?

**A:** The adatom density must also be nearly uniform over most of the bare surface. If islands capture adatoms from their surroundings faster than the supply replaces them, the density falls near the edges. Nucleation there becomes rarer. The speed of an edge then depends on the island's own radius, unless this is large compared with the width of the depleted zone. Where the zones of neighbouring islands overlap, it also depends on the other island. If such zones take up much of the bare surface while the islands are still spreading, uniform $I$ and common $v$ are both lost, and with them the Poisson statistics and the phantom argument. The assumptions are met most directly when growth is limited by attachment at the island edges and the supply keeps the adatom density nearly uniform and constant. Even then the islands must be much larger than the critical nucleus, since edge free energy slows small islands. The circular shape also requires an edge speed independent of direction, which many crystal faces do not have.

## Computed values

```
nucleation rate I = 1.000e+12 m^-2 s^-1
edge speed v = 1.000e-08 m/s
k = pi I v^2/3 = 1.04720e-04 s^-3
time (s), X, theta formula, theta simulated, standard error:
  10  0.1047  0.0994  0.0994  0.0014
  15  0.3534  0.2977  0.2971  0.0024
  20  0.8378  0.5673  0.5671  0.0034
  25  1.6362  0.8053  0.8053  0.0030
  30  2.8274  0.9408  0.9419  0.0017
half-coverage time = 18.776 s
island radius v t at half coverage, oldest = 1.8776e-07 m
extended coverage at half coverage = 0.6931
time of fastest covering = 18.534 s
coverage at fastest covering = 0.4866
largest covering rate = 0.05540 s^-1
prefactor of (I/v)^(2/3) in density = 0.8794
final nucleus density, formula = 1.8945e+13 m^-2
final nucleus density, simulated = 1.8969e+13 m^-2
standard error of simulated density = 7.7e+10 m^-2
length 1/sqrt(density) = 2.2975e-07 m
length 1/sqrt(density) = 229.7 nm
u at largest theta/t = 1.9038
time of largest theta/t = 26.295 s
coverage at largest theta/t = 0.8510
minimum constant flux = 0.03236 monolayers/s
disc count at 20 s: predicted mean and variance = 0.8378
disc count: simulated mean = 0.8369, standard error 0.0067
disc count: simulated variance = 0.8330, standard error 0.0087
bare fraction at 20 s, slice product = 0.432678
bare fraction at 20 s, formula = 0.432679
simulation: side = 5.0e-06 m, end time = 50 s, runs = 80
probe points per run = 900
phantom share of all nuclei up to end time = 0.6207
largest change of arrival time by phantoms = 0.0e+00 s
path points checked for blocking = 3600
```
